# Collision-free transport does not guarantee unit transmission

A calculation of the current through a very short transistor reaches a point where a value must be given to the transmission $T$. For one spin-degenerate transport mode, the Landauer formula is

$$I=\frac{2e}{h}\int T(E)\,[f_S(E)-f_D(E)]\,dE ,$$

where $f_S$ and $f_D$ are the source and drain occupations and $e$ is the elementary charge. If the channel has no collisions, may one set $T=1$ for every electron that enters it? For an abrupt drop of 0.5 eV at the drain, that choice overstates the current of 25 meV electrons by 70 percent of its correct value. For a drop spread out smoothly by gate screening, the same choice can be nearly harmless. The decision depends on the shape of the potential, and the word "ballistic" does not settle it.

## The belief and its appeal

The belief is that an electron which meets no phonon, impurity or other electron has nothing to turn it back, so it must reach the drain. For a classical particle going downhill this is correct. Let $V(x)$ be the electron's potential energy, zero in the channel and $-V_0$ in the drain, and let $E>0$ be its kinetic energy along the channel before the drop. Energy conservation gives

$$\tfrac12 mv^2=E-V(x)\ge E>0 .$$

To turn back, the particle would have to pass through $v=0$, which this equation forbids. The force also points towards the drain.

The argument assumes a trajectory with a definite velocity at each point. An electron wave has no such trajectory, and a rapid change in its wavelength can reflect part of it without any collision. "Ballistic" states that there is no scattering by phonons, defects or other carriers. "Unit transmission" states that the static potential reflects nothing. These are separate conditions.

## The abrupt drop

Take one parabolic band with the same mass $m$ on both sides, and a potential uniform across the width of the channel. Transverse momentum is then conserved, and $E$ denotes the longitudinal energy alone. The wave arrives from the left; the drain absorbs whatever enters it. The source side is assumed to absorb the reflected wave, so that no second reflection occurs there.

The stationary Schrödinger equation is

$$-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi .$$

With the step at $x=0$, its solutions are

$$\psi=e^{ik_1x}+re^{-ik_1x}\quad(x<0),\qquad \psi=te^{ik_2x}\quad(x>0),$$

$$k_1=\frac{\sqrt{2mE}}{\hbar},\qquad k_2=\frac{\sqrt{2m(E+V_0)}}{\hbar}.$$

The joining conditions follow from integrating the equation from $-\epsilon$ to $+\epsilon$:

$$\psi'(\epsilon)-\psi'(-\epsilon)=\frac{2m}{\hbar^2}\int_{-\epsilon}^{\epsilon}(V-E)\psi\,dx .$$

The integrand is finite, so the right side vanishes as $\epsilon\to0$ and $\psi'$ is continuous. Since $\psi'$ is finite, $\psi$ is continuous too. At $x=0$ this gives

$$1+r=t,\qquad k_1(1-r)=k_2t .$$

Insert the first equation into the second:

$$k_1-k_1r=k_2+k_2r\quad\Longrightarrow\quad r=\frac{k_1-k_2}{k_1+k_2},\qquad t=1+r=\frac{2k_1}{k_1+k_2}.$$

If $k_2\ne k_1$, then $r$ is not zero. Without a reflected wave, the conditions would demand both $t=1$ and $k_1=k_2$.

Probabilities of passage are ratios of current. The probability current is $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. On the left, with $r$ real,

$$\psi^*\psi'=ik_1\left[1-r^2+r\left(e^{2ik_1x}-e^{-2ik_1x}\right)\right].$$

The difference of exponentials is $2i\sin 2k_1x$; multiplied by $ik_1$ it is real and drops out of the imaginary part. Thus $j=(\hbar k_1/m)(1-r^2)$ on the left and $j=(\hbar k_2/m)t^2$ on the right. Dividing by the incident current $\hbar k_1/m$ gives

$$R=r^2=\left(\frac{k_1-k_2}{k_1+k_2}\right)^2,\qquad T=\frac{k_2}{k_1}t^2=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

Their sum is one, because $(k_1-k_2)^2+4k_1k_2=(k_1+k_2)^2$.

For $E=25$ meV and $V_0=0.5$ eV,

$$\frac{k_2}{k_1}=\sqrt{\frac{0.525}{0.025}}=4.583,$$

$$R=\left(\frac{3.583}{5.583}\right)^2=0.412,\qquad T=0.588 .$$

About 41 percent of these electrons return although nothing has collided with them. The mass has cancelled. So has $\hbar$: a mathematical step is sharp compared with every wavelength, so shortening the wavelength through a larger mass, at fixed $E$ and $V_0$, does not recover the classical result.

The density ratio is $t^2=0.128$, which is not the transmission. Transmitted electrons move 4.58 times faster, so a given current needs less density. Restoring the velocity ratio gives $4.583\times0.128=0.588$.

Two limits show the role of energy. For $E\ll V_0$, $k_2/k_1$ is large and

$$T\approx\frac{4k_1}{k_2}\approx4\sqrt{E/V_0}\to0 .$$

Very slow electrons are almost all reflected by a drop that would accelerate them. For $E\gg V_0$, $k_2/k_1\approx1+V_0/(2E)$, hence $R\approx(V_0/4E)^2\to0$. Between these limits, $R$ is 0.67 at 5 meV, 0.18 at 100 meV and 0.06 at 300 meV.

## How a forward force can leave electrons going backwards

The force $-dV/dx=V_0\delta(x)$ points forwards. To see that this is consistent with reflection, consider a long packet with a narrow range of $k$ around $k_1$ and total probability one. If its incident density is $\rho$, it passes in a time $\tau$ with $\rho v_1\tau=1$, where $v_1=\hbar k_1/m$. The density at the step is $\rho t^2$, so the mean impulse is

$$V_0\rho t^2\tau=\frac{V_0t^2}{v_1}=\hbar k_1\,\frac{t^2}{2}\left(\frac{k_2^2}{k_1^2}-1\right),$$

where $V_0=\hbar^2(k_2^2-k_1^2)/2m$ was used. Numerically this is $10\times0.1283=1.28$ in units of $\hbar k_1$. The change in mean momentum, in the same units, is

$$T\frac{k_2}{k_1}-R-1=0.588\times4.583-0.412-1=1.28 .$$

The mean impulse is forwards. The large momentum gained by the transmitted part outweighs the reversal of the reflected part. A forward mean force therefore does not imply that every electron goes forwards.

The splitting also appears in time. A Gaussian packet with mean wave number $k_1$, mass $0.19m_0$ ($m_0$ is the free-electron mass) and a position spread of 30 nm was evolved for 1.8 ps under the time-dependent Schrödinger equation, with no scattering term. At the end, a probability of 0.413 lay on the channel side. The formula for $R$, averaged over the packet's wave numbers, gives 0.412; the small excess comes from the 0.1 nm grid and vanishes as the grid is refined. The total probability remained one. In a measurement each electron is found on one side or the other; the fractions describe many repetitions.

## What unchanged mass contributes

If the mass changes at the step, take the Schrödinger equation in the form

$$-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)+V\psi=E\psi .$$

Integrating across the step now makes $\psi'/m$ continuous. For zero transverse momentum, the second joining condition becomes $(k_1/m_1)(1-r)=(k_2/m_2)t$. The earlier algebra applies with each $k$ replaced by $k/m$, that is, by velocity up to the common factor $\hbar$:

$$R=\left(\frac{v_1-v_2}{v_1+v_2}\right)^2,\qquad \frac{v_2}{v_1}=\sqrt{\frac{m_1(E+V_0)}{m_2E}} .$$

At fixed $E$ and $V_0$, halving the drain mass raises $R$ from 0.41 to 0.54, and doubling it lowers $R$ to 0.28. In this model the reflection vanishes when the velocities match, which here requires $m_2/m_1=21$. The 41 percent figure thus needs the statement about mass. This matters at a junction of two semiconductors, where an abrupt band offset can be accompanied by a change of mass.

## How abrupt is abrupt?

In a transistor, gate screening spreads the drain drop over a distance. A simple model is

$$V(x)=-V_0e^{x/\lambda}\quad(x<0),\qquad V=-V_0\quad(x>0),$$

with screening length $\lambda$. It has a smooth onset in the channel and a corner at the drain. Define $q_0=\sqrt{2mV_0}/\hbar$. For $x<0$,

$$\psi''+\left(k_1^2+q_0^2e^{x/\lambda}\right)\psi=0 .$$

Let $z=2\lambda q_0e^{x/2\lambda}$, so $dz/dx=z/2\lambda$. Differentiating twice gives

$$\psi''=\frac{1}{4\lambda^2}\left(z^2\frac{d^2\psi}{dz^2}+z\frac{d\psi}{dz}\right),\qquad q_0^2e^{x/\lambda}=\frac{z^2}{4\lambda^2}.$$

After multiplication by $4\lambda^2$,

$$z^2\frac{d^2\psi}{dz^2}+z\frac{d\psi}{dz}+(z^2+\mu^2)\psi=0,\qquad \mu=2k_1\lambda .$$

This is Bessel's equation of order $\nu$ with $\nu^2=-\mu^2$. Its solutions are $J_{i\mu}$ and $J_{-i\mu}$, where

$$J_\nu(z)=\sum_{n=0}^{\infty}\frac{(-1)^n}{n!\,\Gamma(n+\nu+1)}\left(\frac z2\right)^{2n+\nu}.$$

Deep in the channel $z\to0$, and the first term dominates:

$$J_{\pm i\mu}\to\frac{(\lambda q_0)^{\pm i\mu}}{\Gamma(1\pm i\mu)}e^{\pm ik_1x}.$$

The upper sign is the incident wave and the lower sign the reflected one. The factors $(\lambda q_0)^{\pm i\mu}$ have unit modulus, and the two gamma functions are complex conjugates. For $\psi=AJ_{i\mu}+BJ_{-i\mu}$, therefore, $R=|B/A|^2$.

At $x=0$, $z=z_0=2\lambda q_0$ and $dz/dx=q_0$. The drain wave requires $\psi'=ik_2\psi$, so

$$q_0(AJ'_{i\mu}+BJ'_{-i\mu})=ik_2(AJ_{i\mu}+BJ_{-i\mu}),$$

$$R=\left|\frac{q_0J'_{i\mu}(z_0)-ik_2J_{i\mu}(z_0)}{q_0J'_{-i\mu}(z_0)-ik_2J_{-i\mu}(z_0)}\right|^2 ,$$

where a prime on $J$ means $d/dz$.

For $m=0.19m_0$, $k_1=0.353$ nm$^{-1}$ and $k_2=1.618$ nm$^{-1}$. At fixed energy, drop and mass:

| $\lambda$ (nm) | $k_2\lambda$ | $R$ |
|---:|---:|---:|
| 0.1 | 0.16 | 0.40 |
| 0.3 | 0.49 | 0.33 |
| 1.0 | 1.6 | 0.0016 |
| 3.0 | 4.9 | 0.0005 |

Direct integration of the Schrödinger equation agrees with the Bessel result within $10^{-6}$ in $R$ at all four lengths.

The abrupt limit requires a small $k_2\lambda$. Across the drop, the extra potential changes $\psi'$ by an amount of order $q_0^2\lambda\psi$. This must be small beside $k_2\psi$, and $q_0\approx k_2$ here. The shorter drain wavelength, 3.9 nm, therefore sets the stricter demand, through $1/k_2=0.62$ nm.

The fall between 0.3 and 1 nm is steep. Beyond it the decrease is not steady: $R$ rises again to about 0.008 near $\lambda=1.4$ nm, falls, and shows a much weaker rise between 2 and 3 nm. The smooth onset and the corner at the drain each reflect a little, and the two reflected waves interfere.

## Width alone is not enough

Now replace the exponential by a straight ramp 10 nm long, with the same energy, total drop and mass. Numerical integration gives $R=0.072$, about 130 times the value for the exponential with $\lambda=3$ nm. Yet the ramp's field is 0.50 MV/cm, while the exponential's peak field is 1.67 MV/cm.

The local wave number $k(x)=\sqrt{2m(E-V)}/\hbar$ explains why the place of the field matters. A wave that adapts without reflection would have the form

$$\psi_0=k^{-1/2}\exp\left(i\int k\,dx\right),\qquad \psi_0'=\left(ik-\frac{k'}{2k}\right)\psi_0 .$$

Differentiating once more and collecting terms gives

$$\psi_0''+k^2\psi_0=\left(\frac{3k'^2}{4k^2}-\frac{k''}{2k}\right)\psi_0 .$$

The Schrödinger equation requires zero on the right. The adapted wave is thus a good approximation when both terms are small compared with $k^2$, which involves the ratio $|k'|/k^2$ and the absence of sharp corners, where $k''$ is very large. With $F=-dV/dx$, differentiating $\hbar^2k^2/2m=E-V$ yields

$$\frac{k'}{k^2}=\frac{F}{2k(E-V)} .$$

Just inside the top of the ramp, $F=0.05$ eV/nm, so the ratio is

$$\frac{0.05}{2\times0.353\times0.025}=2.8 .$$

At the bottom it is $0.05/(2\times1.618\times0.525)=0.03$. The slow electron at the top meets the full field suddenly, and there the adapted wave fails.

For the exponential, write $w=V_0e^{x/\lambda}$. Then $F=w/\lambda$, and the ratio is proportional to $w/(E+w)^{3/2}$. Setting its logarithmic derivative to zero gives $1/w=3/[2(E+w)]$, or $w=2E$. There $k=\sqrt3\,k_1$ and $E-V=3E$, so the largest ratio is

$$\frac{2E/\lambda}{2\sqrt3\,k_1\,(3E)}=\frac{1}{3\sqrt3\,k_1\lambda}=0.18\quad\text{for }\lambda=3\text{ nm}.$$

The field becomes large after the electron has gained speed. Of two profiles with the same total drop, the one with the smaller peak field can thus reflect more.

## Beside a silicon transistor

The parameters resemble a silicon nanosheet transistor at 300 K: transport mass $0.19m_0$, channel length 12 nm and screening length 3 nm, all rough typical values. One assumption that such a device clearly breaks is abruptness. In the exponential model, relaxing it moves $R$ at 25 meV from 0.41 to about 0.0005, so 41 percent is not a prediction for this transistor. For a valley with mass $0.92m_0$ along the channel, the same profile gives about 0.0001. Even these small values come almost entirely from the model's corner at the drain; smoothing the profile with a Gaussian of standard deviation 0.7 nm lowers $R$ to about two millionths for the lighter mass and far less for the heavier one. 
Nor is 0.05 percent a prediction for this transistor. The exponential model has a long flat channel, whereas a 12 nm channel with a screening length of 3 nm at both ends has only a rounded barrier top. Let its source end lie 0.3 eV and its drain end 0.5 eV below the level of a long channel, with $V(x)=-[0.3\sinh((L-x)/\lambda)+0.5\sinh(x/\lambda)]/\sinh(L/\lambda)$ eV for $0<x<L$, $L=12$ nm, $\lambda=3$ nm, and $V$ flat outside. This barrier reflects about 8 percent of the lighter-mass electrons that arrive 25 meV above its top. For a nondegenerate source at 300 K, tunnelling through the same barrier more than makes up for the current lost by reflection. The actual profile depends on doping, geometry and self-consistent charge, which are left out here.

Other corrections need their own estimates. Electrons from the source have a spread of energies. Since $v\,dk=dE/\hbar$, their incident current in the nondegenerate case is weighted by $e^{-E/k_BT_0}dE$, where $T_0$ is the temperature. For the abrupt drop this gives a mean reflection of 0.49. With the Fermi level 50 meV above the channel top, integrating the Fermi occupation over momentum along one transverse direction, as for a thin sheet, gives 0.41 (0.39 for a single mode, 0.43 with two transverse directions); its closeness to the 25 meV value is a coincidence of that Fermi level.

Nonparabolicity can be estimated with an energy-dependent mass $m(1+\alpha E_k)$, where $E_k$ is the local kinetic energy, used in both $k$ and the joining condition. For a rough $\alpha=0.5$ eV$^{-1}$, the mass ratio is $1.2625/1.0125=1.25$, and the abrupt reflection falls to 0.37. This joining rule is that of a two-band model; in a one-band lattice model with the same leading nonparabolicity the reflection rises instead, so even the sign of this correction depends on the band structure.

Tunnelling adds a path for electrons below the channel top. For a rectangular 12 nm barrier, 0.3 eV high from the source side, with abrupt ends and nondegenerate occupation, it supplies about 0.9 percent of the current from the source. This figure belongs to the rectangle. Screening at both ends makes the barrier thinner near its top, and can raise the share more than tenfold, so tunnelling in a real device of this length must be calculated with its actual profile.

An electron with 0.525 eV in the drain lies below the silicon gap of roughly 1.12 eV, so it cannot by itself create an electron–hole pair. If it emits one optical phonon of roughly 60 meV, it keeps 0.465 eV, too little to climb the 0.5 eV back into the channel. Elastic scattering in the drain could still return it; that process is outside the ballistic model.

## The value to use in the current

For the abrupt potential at 25 meV, setting $T=1$ overstates the current by the factor $1/0.588=1.70$. For the exponential drop with $\lambda=3$ nm and mass $0.19m_0$, the same approximation ignores a reflection of only about 0.05 percent at this energy. Slower electrons are reflected more, about 6 percent at 1 meV, and the average over the current from a nondegenerate source at 300 K is about 1 percent. Both cases are free of collisions.

Setting $T=1$ for the drain drop is therefore justified when $|k'|/k^2$ stays small along the whole drop, with no sharp corner where the electron is still slow, and when the source side adds no appreciable reflection or tunnelling. The 12 nm barrier with screening at both ends fails the last condition. Conversely, a wave calculation that replaces a smooth drain profile by a step introduces a reflection which belongs to the step, not to the device. The numerical output below gives most of the values used here.

## Numbers as computed

```
Kinetic energy before drop: 25 meV
Potential energy drop: 0.50 eV
Kinetic energy after drop: 0.525 eV
Transport mass: 0.19 m0
hbar^2/(2 m0): 0.03810 eV nm^2
k1: 0.3531 1/nm
k2: 1.6181 1/nm
k2/k1: 4.5826
Wavelength before drop: 17.79 nm
Wavelength after drop: 3.88 nm
Velocity before drop: 2.151e+05 m/s
Velocity after drop: 9.859e+05 m/s
Reflection amplitude r: -0.6417
Transmission amplitude t: 0.3583
Density ratio |t|^2: 0.1283
Abrupt drop, R: 0.4118
Abrupt drop, T: 0.5882
Packet: initial position spread 30 nm
Packet: evolution time 1.8 ps
Packet: reflected probability 0.4134
Packet: R averaged over its k values 0.4122
Packet: total probability at end 1.000000
Abrupt drop, R at E = 5 meV: 0.6708
Abrupt drop, R at E = 100 meV: 0.1766
Abrupt drop, R at E = 300 meV: 0.0578
Drain mass halved, R: 0.5368
Drain mass doubled, R: 0.2791
Exponential drop, lambda = 0.1 nm, R: 4.024e-01
Exponential drop, lambda = 0.3 nm, R: 3.290e-01
Exponential drop, lambda = 1.0 nm, R: 1.598e-03
Exponential drop, lambda = 3.0 nm, R: 5.427e-04
Straight ramp of 10 nm, R: 0.0716
Field in straight ramp: 0.50 MV/cm
Peak field, lambda = 3 nm: 1.67 MV/cm
Heavy valley mass: 0.92 m0
Heavy valley, lambda = 3 nm, R: 1.241e-04
Temperature: 300 K
Thermal energy kT: 25.85 meV
Abrupt drop, thermal current average of R: 0.4872
Fermi level above channel top: 50 meV
Abrupt drop, degenerate average of R: 0.4120
Nonparabolicity alpha: 0.5 1/eV
Drain/channel mass ratio from alpha: 1.2469
Abrupt drop, nonparabolic R: 0.3698
Channel length: 12 nm
Source-side barrier height: 0.3 eV
Tunnelling share of source current: 0.90 percent
Silicon gap (rough): 1.12 eV
Optical phonon energy (rough): 60 meV
Drain kinetic energy after one phonon: 0.465 eV
```
